# Film thickness where hard-wall and triangular-well energies agree in silicon

## Result

Consider an electron in one of the two silicon valleys whose long axis is normal to a (001) surface. Its mass for motion along the normal is $m=0.916\,m_0$. We compare the ground energies of two separate wells:

- **Well A:** a flat film of thickness $t$ between two walls.
- **Well B:** a half-space $z>0$ with one wall at $z=0$ and potential energy $eFz$.

Energies are measured from the conduction-band edge, and in well B from its value at the wall. For impenetrable walls the two energies are equal at

$$t_*=\frac{\pi}{\sqrt{s_1}}\,\ell,\qquad \ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad s_1=2.338 .$$

For $F=0.5$ MV/cm this gives $t_*=1.93$ nm. A real oxide barrier is high but finite, and the wave function leaks into it. If $d$ is the small distance by which each wall effectively moves outward, the equality shifts to

$$t=t_*-\left(2-\frac{\pi}{2s_1^{3/2}}\right)d+O(d^2/\ell)=t_*-1.56\,d+O(d^2/\ell).$$

With rough oxide parameters $d=0.086$ nm, and the thickness becomes 1.80 nm.

## Leading order: impenetrable walls

Let $A=\hbar^2/(2m)$. In the film, $-A\psi''=E\psi$ with $\psi(0)=\psi(t)=0$. The lowest solution is $\psi=\sin(\pi z/t)$, so

$$E_A=\frac{A\pi^2}{t^2}.$$

In the field, the equation is

$$-A\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\quad \psi\to0\ \text{as}\ z\to\infty .$$

Put $z=\ell(x+s)$ and $\psi(z)=y(x)$. Two derivatives in $z$ bring a factor $1/\ell^2$:

$$-\frac{A}{\ell^2}y''+eF\ell\,(x+s)\,y=E\,y .$$

Choose $\ell$ so that $A/\ell^2=eF\ell$, which is the length given above, and write $E=eF\ell\,s$. The terms in $s$ cancel, leaving

$$y''=x\,y .$$

The wall lies at $x=-s$. The ground energy therefore follows from the smallest $s$ at which the decaying solution vanishes.

**The decaying solution.** Insert $y=\sum a_nx^n$. Equating powers gives $a_2=0$ and $n(n-1)a_n=a_{n-3}$, so two independent solutions are

$$f=1+\frac{x^3}{2\cdot3}+\frac{x^6}{2\cdot3\cdot5\cdot6}+\dots,\qquad
g=x+\frac{x^4}{3\cdot4}+\frac{x^7}{3\cdot4\cdot6\cdot7}+\dots$$

Both grow for positive $x$, since all their terms are positive. The quantity $fg'-f'g$ has derivative $fg''-f''g=0$, and it equals 1 at $x=0$. Hence

$$\left(\frac fg\right)'=\frac{f'g-fg'}{g^2}=-\frac1{g^2}.$$

The ratio $f/g$ falls to a limit $r$, and integration from $x$ to infinity gives

$$f-rg=g\int_x^\infty\frac{dx'}{g(x')^2}.$$

To find the limit of the right side, write it as the integral divided by $1/g$. Both go to zero, and the ratio of their derivatives is $1/g'$, which also goes to zero. So $y=f-rg$ is the decaying solution. It is positive for $x>0$, and $y(0)=1$, so the wall must lie at negative $x$.

Summing the series at $x=4$ gives $f=68.178$ and $g=93.517$, with ratio 0.72904. At $x=6$ the ratio has settled to $r=0.72901$.

**The first root.** The same series give $y(-2.33)=0.0160$ and $y(-2.35)=-0.0235$. Linear interpolation yields

$$s_1\simeq2.33+0.02\,\frac{0.0160}{0.0160+0.0235}=2.338 .$$

No smaller root has been missed. Since $y$ is positive at both $s=0$ and $s=2.33$, any roots between them would come at least in pairs. Let two neighbouring roots be a distance $L$ apart. Multiplying $y''=xy$ by $y$ and integrating between them by parts gives $\int y'^2=\int|x|y^2\le2.33\int y^2$. A function that vanishes at both ends also obeys $\int y'^2\ge(\pi/L)^2\int y^2$, by the box ground energy. Thus $L\ge\pi/\sqrt{2.33}=2.06$, and the first root of the pair would lie below $s=0.27$. There $y(-s)\simeq1+rs-s^3/6$ is plainly positive, so no such pair exists.

The triangular-well energy is therefore

$$E_B=s_1eF\ell=\frac{s_1A}{\ell^2}.$$

**Equating the energies.** Setting $A\pi^2/t^2=s_1A/\ell^2$, the factor $A$ cancels and $t_*=\pi\ell/\sqrt{s_1}$. The thickness scales as $m^{-1/3}F^{-1/3}$. For $t<t_*$ the film energy is the larger of the two, and for $t>t_*$ the field energy is.

## Numbers at 0.5 MV/cm

The field is $0.05$ V/nm, so $eF=0.05$ eV/nm. With $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$A=\frac{0.0381}{0.916}=0.0416\ \text{eV nm}^2,\qquad
\ell=\left(\frac{0.0416}{0.05}\right)^{1/3}=0.9405\ \text{nm}.$$

The energy unit is $eF\ell=47.0$ meV. Then

$$E_B=2.338\times47.0=109.9\ \text{meV},\qquad
t_*=\frac{\pi\times0.9405}{\sqrt{2.338}}=1.93\ \text{nm}.$$

Doubling the field at fixed mass divides the thickness by $2^{1/3}$, to 1.53 nm.

In well B the classical turning point is $z_t=E_B/(eF)=s_1\ell=2.20$ nm. The ratio

$$\frac{t_*}{z_t}=\frac{\pi}{s_1^{3/2}}=0.879$$

does not depend on mass or field. A second wall placed at $t_*$ would thus cut into the region that the electron of well B may classically occupy.

The mean distance from the wall follows from $E_B\propto F^{2/3}$. For a normalized eigenstate, the first-order change of energy with $F$ is the mean of the change in potential, so $F\,dE_B/dF=eF\langle z\rangle$. The left side is $2E_B/3$. Hence $\langle z\rangle=2z_t/3=1.47$ nm.

## A film with the field present

The equality compares two separate wells. It does not give the level of a film of thickness $t_*$ with the field switched on. Call that level $E$, measured from the band edge at $z=0$.

It lies above $E_A$, because the kinetic energy is at least $E_A$ and the mean of $eFz$ is positive. It also lies above $E_B$: the film's wave function, continued by zero beyond $t$, is a permitted trial function for well B, but it is not that well's ground state. Using the sine as trial function, for which $\langle z\rangle=t/2$, gives an upper bound:

$$\max(E_A,E_B)<E<E_A+\frac{eFt}{2}.$$

At $t_*$ the upper bound is $109.9+48.3\simeq158$ meV. Finite-difference diagonalization of the film with the field gives 157.3 meV. The level is well above either separate estimate, yet only about 1 meV below the bound.

Second-order perturbation theory explains this small difference. The matrix element between the two lowest box states is

$$\langle1|z|2\rangle=\frac1t\int_0^t z\left[\cos\frac{\pi z}{t}-\cos\frac{3\pi z}{t}\right]dz .$$

For odd $n$, $\int_0^tz\cos(n\pi z/t)\,dz=-2t^2/(n^2\pi^2)$, so

$$\langle1|z|2\rangle=-\frac{2t}{\pi^2}\left(1-\frac19\right)=-\frac{16t}{9\pi^2}.$$

The two levels are $3\pi^2A/t^2$ apart. The contribution of the second state is therefore

$$\Delta E=-\left(\frac{16}{9\pi^2}\right)^2\frac{(eF)^2t^4}{3\pi^2A}\simeq-0.0011\,\frac{(eF)^2t^4}{A},$$

which is $-0.9$ meV at $t_*$. The field mainly raises the level by the potential at mid-film and deforms the state little. So $t_*$ is not a thickness at which the wave function changes abruptly from one form to the other.

The two limits are now clear. Relative to $E_A$, the second-order term scales as $(t/\ell)^6$, so for $t\ll\ell$ the level approaches $E_A+eFt/2$. For $t\gg\ell$ the state of well B has decayed before it reaches the far wall, and the level approaches $E_B$.

## First correction: a finite barrier

Let the oxide band edge lie $V_0$ above the silicon edge at the wall, and let the electron mass in the oxide be $m_{ox}$. The field inside the oxide is neglected over the short penetration depth. For $z<0$ the wave function is $e^{\kappa z}$, with

$$\kappa=\sqrt{\frac{2m_{ox}(V_0-E)}{\hbar^2}}\simeq\sqrt{\frac{2m_{ox}V_0}{\hbar^2}} .$$

At the interface $\psi$ and $\psi'/m$ are continuous; the second condition conserves the particle current. On the silicon side this means

$$\frac{\psi'(0)}{m}=\frac{\kappa\,\psi(0)}{m_{ox}}
\quad\Longrightarrow\quad
\psi(0)=d\,\psi'(0),\qquad d=\frac{m_{ox}}{m\,\kappa}.$$

A straight line with this value and slope reaches zero at $z=-d$. The length $d$ is thus the outward shift of the wall.

**Triangular well.** Since $\psi'=y'/\ell$, the condition is $y(-s)=(d/\ell)\,y'(-s)$. Put $s=s_1+\delta$. To first order the left side is $-\delta\,y'(-s_1)$ and the right side is $(d/\ell)\,y'(-s_1)$. The slope $y'(-s_1)$ is not zero, because a solution that vanishes together with its slope vanishes everywhere. Hence $\delta=-d/\ell$, and

$$E=eF\ell\left(s_1-\frac d\ell\right)=E_B-eFd .$$

**Film.** Write $\psi=\sin(kz+\varphi)$. The left wall gives $\tan\varphi=kd$, so $\varphi\simeq kd$. By symmetry the right wall contributes the same phase, and the ground state has $kt+2kd=\pi$. Therefore

$$E=\frac{A\pi^2}{(t+2d)^2}.$$

**New equality.** Setting the two energies equal,

$$t=\pi\sqrt{\frac{A}{E_B-eFd}}-2d .$$

Now expand the root, using $(1-u)^{-1/2}\simeq1+u/2$ with $u=eFd/E_B=d/z_t$:

$$t\simeq t_*\left(1+\frac{d}{2z_t}\right)-2d
=t_*-\left(2-\frac{t_*}{2z_t}\right)d .$$

Inserting $t_*/z_t=\pi/s_1^{3/2}$ gives the coefficient $2-0.439=1.56$. The film has two walls that move outward, while the triangular well has one, and its energy responds less. The film must therefore be thinner to restore the equality.

With the rough values $V_0=3.1$ eV and $m_{ox}=0.5\,m_0$,

$$\kappa=\sqrt{\frac{3.1}{0.0381/0.5}}=6.38\ \text{nm}^{-1},\qquad
d=\frac{0.5}{0.916\times6.38}=0.086\ \text{nm}.$$

The first-order thickness is $1.932-1.56\times0.086=1.80$ nm. Solving both wells numerically with the finite barrier, by finite differences, also gives 1.80 nm. At the old thickness $t_*$ the film level has fallen to 92.6 meV and the triangular level to 105.6 meV.

The expansion requires $d\ll\ell$ and $E\ll V_0$. Here $d/\ell=0.09$ and $E_B/V_0=0.035$, so both conditions hold.

## Real silicon and the limits of the estimate

A field of 0.5 MV/cm is roughly the surface field of a bulk transistor doped at $10^{18}$ cm⁻³ near threshold. With relative permittivity 11.7 and dopant density $N$, the depletion width is $\varepsilon F/(eN)=32$ nm. The total band bending, half the field times this width, is 0.81 V. Without an added drain voltage this is less than the gap of roughly 1.12 eV, so the bending does not bring valence states level with conduction states. The field's decline across the depletion layer lowers the triangular level by only 2 meV. In a thicker film, of 5 nm, $E_A=0.0416\,\pi^2/25$ eV, or about 16 meV, far below $E_B$ at this field.

**Screening.** Once many electrons are present, their own charge weakens the field away from the surface. Hold the surface field at 0.5 MV/cm and let half of it come from electrons in the lowest level, a density of $1.6\times10^{12}$ cm⁻². Solving the Schrödinger and Poisson equations in turn until they agree lowers the triangular level to 101 meV. With the film kept flat and the walls impenetrable, the equality moves up to 2.02 nm. At 300 K part of this charge sits in higher levels; filling all subbands thermally gives 103 meV and 1.99 nm instead. This is a mean-field result without exchange, correlation or image forces.

**Valley splitting.** Sharp walls couple the two valleys, which the single-mass model treats as independent. A rough size comes from a chain of atomic layers 0.136 nm apart, with nearest and next-nearest hopping. The two hoppings are chosen to place the band minimum at 0.85 of the way to the zone boundary and to reproduce $m$. Chains of 11, 12 and 13 layers, close to $t_*$ in effective width, give splittings of 40, 8 and 23 meV. The triangular well gives 7 meV. The individual film values are sensitive to the position of the minimum: placing it at 0.82 instead gives 32, 26 and 10 meV. The lower state of a pair falls by roughly half its splitting. Since $t\propto E^{-1/2}$, a fall of 20 meV applied to the film level at $t_*$ would correspond to a thickness change of

$$t_*\,\frac{20}{2\times109.9}\simeq0.18\ \text{nm}.$$

The 11-layer chain that shows this splitting is somewhat thinner (effective width 1.77 nm, smooth level 132 meV), and its own lower state corresponds to 0.16 nm. The fall of the triangular level by about 4 meV offsets about 0.04 nm of this. The effect is thus comparable with the barrier correction, and it varies strongly from one layer count to the next. Near $t_*$ in this chain model, the smooth formula is good only to about one atomic layer. In real films the splitting also depends on interface bonding and roughness, which the chain leaves out.

**Other valleys and temperature.** The remaining four valleys have normal mass $0.19\,m_0$. Their triangular ground energy is 185.7 meV and their equality lies at 3.26 nm, so the quoted thickness belongs to the twofold valleys. In the triangular well the fourfold ground level is 76 meV above the twofold one, and the second twofold level is 82 meV above the first. At 300 K, $kT=25.9$ meV. The fourfold valleys have twice the degeneracy and a heavier in-plane mass, so they take a sizeable share. About three quarters of the electrons occupy the lowest level of the unscreened well, and about 60% once the screening above is included. In this one-electron model, temperature changes the occupation and leaves the levels where they are.

In these models the equality stays near 1.9 nm, and each effect considered for the twofold valleys moves it by no more than about 0.2 nm. This is not a full error estimate for a real film, since image forces, exchange and correlation, band nonparabolicity, and the detailed interface structure are left out. The image force alone can exceed the effects above. For one electron between hard walls and thick oxide of relative permittivity 3.9, the classical image potential raises the triangular level to 123 meV and the film level at $t_*$ to 161 meV, which moves the equality to about 2.27 nm.

All numerical values are calculated from the stated model.
